\section*{Kinetic inductance and resistance of a 10 nm copper wire}

\section*{Problem}

A long straight copper wire has a square cross-section of side $a=10$ nm and area $A=a^2$. Treat copper as a free-electron metal with one conduction electron per atom and the free electron mass $m$. Use the rough room-temperature values $n=8.5\times10^{28}\ \mathrm{m^{-3}}$ for the electron density and $\rho=1.7\times10^{-8}\ \Omega\,$m for the bulk resistivity. Fields vary as $e^{+j\omega t}$, and $Z=R+j\omega L$ is the series impedance per length.

\begin{enumerate}
\item[(a)] The kinetic inductance per length $L_k$ is defined by setting the extra kinetic energy per length of the current-carrying electrons equal to $\tfrac12L_kI^2$. Derive $L_k$ and show that it is near $4.2\ \mu$H/m.
\item[(b)] Include scattering through a relaxation time $\tau$. Derive $Z$ and show that resistance dominates the kinetic reactance at 10 GHz. At what frequency would the two be equal?
\item[(c)] Does the skin effect alter the resistance at 10 GHz?
\item[(d)] The current returns through a thin coaxial cylinder of radius $b=100$ nm and negligible resistance. Find the magnetic inductance and compare the resistance with the total reactance.
\item[(e)] The bulk mean free path exceeds the width of the wire. Suppose that every collision with a wall erases an electron's drift. Find the new resistance and low-frequency kinetic inductance. Does the conclusion of (b) survive?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Inertia as inductance}

Let the wire lie along $z$, and count the carrier charge as $+e$. This choice reverses the drift velocity but not the relation between current and field, in which the charge appears squared.

Without current the electrons have velocities $\mathbf u_i$ with $\sum_i\mathbf u_i=0$. Give all of them an additional drift $v$ along $z$. A unit length contains $N=nA$ electrons, and their kinetic energy becomes
\begin{equation}
\sum_i\frac m2\left|\mathbf u_i+v\hat{\mathbf z}\right|^2
=\sum_i\frac m2u_i^2+mv\sum_iu_{i,z}+\frac m2Nv^2 .
\end{equation}
The middle term vanishes, so the extra energy per length is $\tfrac12nAmv^2$. Large Fermi velocities therefore do not enter, although the electrons have them even when no current flows. The current is $I=neAv$, or $v=I/(neA)$, and
\begin{equation}
\frac12nAm\left(\frac{I}{neA}\right)^2=\frac12\,\frac{m}{ne^2A}\,I^2
\quad\Longrightarrow\quad
L_k=\frac{m}{ne^2A}.
\label{Lk}
\end{equation}
In momentum space the drift is a rigid shift of the Fermi sphere, which respects the exclusion principle. Direct integration of energy and current over a shifted sphere reproduces \eqref{Lk}.

The wire holds $nA=(8.5\times10^{28})(1.0\times10^{-16})=8.5\times10^{12}$ conduction electrons per metre. With the standard values of $m$ and $e$,
\begin{equation}
L_k=\frac{m}{e^2\,(8.5\times10^{12}\ \mathrm{m^{-1}})}=4.17\ \mu\mathrm{H/m}\approx4.2\ \mu\mathrm{H/m}.
\end{equation}
The inductance is large because few electrons share the current: for given $I$, a smaller $A$ demands a larger drift. The two-figure value belongs to the free-electron model. If the inertia of the real conduction electrons is described by another mass, $L_k$ changes in proportion.

\subsection*{(b) Friction and inertia in series}

In the relaxation-time model the drift obeys
\begin{equation}
m\frac{dv}{dt}=eE-\frac{mv}{\tau}.
\end{equation}
For complex amplitudes $d/dt$ becomes $j\omega$, so that $eE=(m/\tau+j\omega m)v$. Dividing by $e$ and inserting $v=I/(neA)$ gives
\begin{equation}
Z=\frac EI=\frac{m}{ne^2\tau A}+j\omega\frac{m}{ne^2A}
=R+j\omega L_k .
\label{Z}
\end{equation}
The inductance is the one found from the energy. At zero frequency $Z$ must equal $\rho/A$, which fixes the relaxation time:
\begin{equation}
R=\frac{\rho}{A},\qquad \tau=\frac{m}{ne^2\rho}=\frac{L_k}{R},\qquad
\frac{\omega L_k}{R}=\omega\tau .
\label{ratio}
\end{equation}
The cross-section has cancelled. At fixed $\rho$, thinning the wire raises $L_k$ and $R$ by the same factor, so a large kinetic inductance per length does not by itself make a wire inductive. What counts is how long a drift survives compared with $1/\omega$.

At 10 GHz, $\omega=6.283\times10^{10}$ rad/s, and
\begin{align}
R&=\frac{1.7\times10^{-8}}{1.0\times10^{-16}}\ \Omega/\mathrm m
=1.7\times10^{8}\ \Omega/\mathrm m=170\ \Omega/\mu\mathrm m,\\
\omega L_k&=(6.283\times10^{10})(4.17\times10^{-6})\ \Omega/\mathrm m
=0.262\ \Omega/\mu\mathrm m .
\end{align}
Resistance exceeds kinetic reactance by a factor of about 650. Equivalently, $\tau=24.6$ fs and $\omega\tau=1.54\times10^{-3}$. The voltage leads the current by $\arctan(\omega\tau)=0.088^\circ$.

The same ratio governs the energy. For a current of amplitude $I_0$, the peak kinetic energy per length is $\tfrac12L_kI_0^2$, while the heat per period is $\tfrac12RI_0^2(2\pi/\omega)$. Their quotient is $\omega\tau/2\pi$, so very little of the energy supplied in a period is ever stored in the drift.

In the time domain \eqref{Z} reads $E=RI+L_k\,dI/dt$. If a constant field is switched on at $t=0$, then
\begin{equation}
I(t)=\frac ER\left(1-e^{-t/\tau}\right),
\end{equation}
as substitution confirms. The current comes within 1\% of its final value in about 0.11 ps, whereas one period at 10 GHz lasts 100 ps. It therefore follows the field almost without delay.

Resistance and reactance are equal when $\omega\tau=1$:
\begin{equation}
f_c=\frac1{2\pi\tau}=6.5\ \mathrm{THz}.
\end{equation}
This estimate assumes that $\tau$ keeps its low-frequency value. To reach equality at 10 GHz instead, the drift would have to survive for $1/\omega\approx16$ ps, about 650 times longer than it does here. A changed electron mass at fixed measured $\rho$ would likewise have to raise $L_k$ by that factor. The conclusion is thus far less sensitive to the free-electron assumption than the value of $L_k$ is.

Numerical integration of the equation of motion, both at 10 GHz and at $\omega\tau=1$, confirms the two parts of \eqref{Z}.

\subsection*{(c) Uniformity of the current}

A changing magnetic field could push the current towards the surface. To estimate this, replace the square by a round wire of equal area, with radius $r_0=\sqrt{A/\pi}=5.64$ nm, and use the local law $J=E/\rho$. Inertia may be dropped here because $\omega\tau\ll1$, and the displacement current is neglected beside the conduction current. Maxwell's equations are then
\begin{equation}
\nabla\times\mathbf E=-j\omega\mathbf B,\qquad
\nabla\times\mathbf B=\mu_0\mathbf E/\rho .
\end{equation}
Take the curl of the first and use $\nabla\cdot\mathbf E=0$. The result is $\nabla^2E_z=(j\omega\mu_0/\rho)E_z$, or
\begin{equation}
\frac{d^2E_z}{dr^2}+\frac1r\frac{dE_z}{dr}+k^2E_z=0,\qquad
k=\frac{1-j}{\delta},\qquad \delta=\sqrt{\frac{2\rho}{\omega\mu_0}},
\end{equation}
since $(1-j)^2=-2j$. The solution that is finite on the axis is $E_z\propto J_0(kr)$. With $\int_0^{r_0}J_0(kr)\,r\,dr=r_0J_1(kr_0)/k$, the surface field divided by the total current is
\begin{equation}
Z_{\rm int}=\frac{E_z(r_0)}{I}=\frac{k\rho}{2\pi r_0}\,\frac{J_0(x)}{J_1(x)},\qquad x=kr_0 .
\end{equation}
For small $x$ the series are
\begin{equation}
J_0=1-\frac{x^2}4+\frac{x^4}{64}-\dots,\qquad
J_1=\frac x2\left(1-\frac{x^2}8+\frac{x^4}{192}-\dots\right).
\end{equation}
The inverse of the last bracket is $1+x^2/8+x^4/96+\dots$, and multiplication gives
\begin{equation}
\frac{J_0}{J_1}=\frac2x\left(1-\frac{x^2}8-\frac{x^4}{192}+\dots\right).
\end{equation}
Now insert $x^2=-2jr_0^2/\delta^2$ and $x^4=-4r_0^4/\delta^4$. With $R=\rho/(\pi r_0^2)$,
\begin{equation}
Z_{\rm int}\approx R\left(1+\frac{r_0^4}{48\,\delta^4}\right)+j\omega\frac{\mu_0}{8\pi}.
\end{equation}
The imaginary part follows from $Rr_0^2/(4\delta^2)=\omega\mu_0/(8\pi)$.

The skin depth is $\delta=656$ nm, so $r_0/\delta=8.6\times10^{-3}$. The relative rise of the resistance is about $10^{-10}$, and the skin effect is negligible. In a thicker wire it would matter: the resistance rises by about 2\% at $r_0=\delta$ and by about 26\% at $r_0=2\delta$. The internal magnetic inductance is $\mu_0/8\pi=0.050\ \mu$H/m.

The local law is questionable when the mean free path exceeds the wire width, but uniformity of the field does not rest on it. For a nearly uniform current, $B=\mu_0Ir/(2\pi r_0^2)$. Faraday's law then gives a field difference between surface and axis of magnitude $\omega\int_0^{r_0}B\,dr=\omega\mu_0I/(4\pi)$. Relative to $RI$ this is $4\times10^{-5}$, and a larger resistance makes it smaller still.

\subsection*{(d) Magnetic inductance}

The magnetic inductance depends on the return path. For the equal-area round wire the field is $\mu_0Ir/(2\pi r_0^2)$ inside and $\mu_0I/(2\pi r)$ between wire and return. Integrating $B^2/(2\mu_0)$ over the two regions gives the energy per length
\begin{align}
W_m&=\frac{\mu_0I^2}{4\pi r_0^4}\int_0^{r_0}r^3dr
+\frac{\mu_0I^2}{4\pi}\int_{r_0}^{b}\frac{dr}{r}\nonumber\\
&=\frac{\mu_0I^2}{16\pi}+\frac{\mu_0I^2}{4\pi}\ln\frac b{r_0}.
\end{align}
Setting $W_m=\tfrac12L_mI^2$,
\begin{equation}
L_m=\frac{\mu_0}{2\pi}\ln\frac b{r_0}+\frac{\mu_0}{8\pi}.
\label{Lm}
\end{equation}
The prefactor $\mu_0/2\pi$ is four times the internal inductance, or $0.200\ \mu$H/m. Hence
\begin{equation}
L_m=\left(0.200\,\ln\frac{100}{5.64}+0.050\right)\mu\mathrm{H/m}=0.625\ \mu\mathrm{H/m}.
\end{equation}

The round shape can be checked. For uniform current in the square and a return current spread uniformly over the cylinder, the vector potential is a sum of logarithms, and the energy gives
\begin{equation}
L_m=\frac{\mu_0}{2\pi}\left[\ln b-\left\langle\ln|\mathbf r-\mathbf r'|\right\rangle\right].
\end{equation}
The average runs over all pairs of points in the square, with lengths in a common unit. The return contributes $\ln b$ because its potential is constant inside the cylinder. Numerical averaging gives $0.622\ \mu$H/m, so the shape hardly matters.

The drive per length must supply the induced voltage as well as the field that moves the electrons:
\begin{equation}
E_{\rm drive}=RI+L_k\frac{dI}{dt}+L_m\frac{dI}{dt}.
\end{equation}
The inductances add to $4.80\ \mu$H/m, with a reactance of $0.302\ \Omega/\mu$m at 10 GHz. Resistance exceeds it by a factor of $170/0.302\approx560$.

For this return $L_m$ is about 15\% of $L_k$. It grows only logarithmically with $b$. Solving $L_m=L_k$ for the return radius gives
\begin{equation}
b=r_0\exp\left[\frac{2\pi}{\mu_0}\left(L_k-\frac{\mu_0}{8\pi}\right)\right]=5.1\ \mathrm m .
\end{equation}
This is not a usable design length. Formula \eqref{Lm} neglects retardation and any variation of the fields along the wire. It needs at least $b\ll c/\omega$, which is about 5 mm at 10 GHz, and the strong damping along so resistive a wire restricts $b$ further. What the number shows is that, at 10 GHz, $L_k$ exceeds $L_m$ wherever \eqref{Lm} applies to this wire.

\subsection*{(e) Rough walls}

The Fermi velocity is $v_F=1.57\times10^6$ m/s, and the bulk mean free path is $v_F\tau=38.7$ nm, nearly four times the width. If walls reflect specularly they preserve the velocity along $z$, and the result of (b) stands. In the opposite case, posed here, each wall collision erases the drift.

\paragraph{Momentum gained since the last collision.} Consider electrons on the Fermi surface whose velocity makes an angle $\theta$ with the wire and has azimuth $\phi$. The field at time $t-s$ still contributes to their momentum at time $t$ if no collision has happened since. Averaged over the cross-section, the gain is
\begin{equation}
\delta p(\theta,\phi)=e\int_0^\infty E(t-s)\,e^{-s/\tau}S(s)\,ds .
\end{equation}
Here $e^{-s/\tau}$ is the probability of no bulk collision, and $S(s)$ is the fraction of the section from which an electron, traced back for a time $s$, has met no wall. The tracing shifts the square sideways by $v_Fs\sin\theta|\cos\phi|$ and $v_Fs\sin\theta|\sin\phi|$. The overlap of the original and shifted squares gives
\begin{equation}
S=\left(1-\frac{v_Fs\sin\theta|\cos\phi|}a\right)
\left(1-\frac{v_Fs\sin\theta|\sin\phi|}a\right)
\end{equation}
while both factors are positive, and $S=0$ afterwards.

\paragraph{From momentum to current.} To first order, a displacement $\delta p$ changes the occupation by $-(\partial f_0/\partial p_z)\delta p=(-\partial f_0/\partial\varepsilon)\,v_z\,\delta p$. Each electron carries $ev_z$. At temperatures far below the Fermi temperature the energy derivative selects the Fermi surface, so
\begin{equation}
J=e\,g(\varepsilon_F)\,v_F^2\left\langle\cos^2\theta\,\delta p\right\rangle
=\frac{3ne}{m}\left\langle\cos^2\theta\,\delta p\right\rangle ,
\end{equation}
where the average is over directions. The density of states is $g=dn/d\varepsilon=3n/(2\varepsilon_F)=3n/(mv_F^2)$, because $n\propto\varepsilon_F^{3/2}$. For an oscillating field the admittance $Y=AJ/E=1/Z$ is then
\begin{equation}
Y=\frac1{L_k}\int_0^\infty C(s)\,e^{-(1/\tau+j\omega)s}ds,\qquad
C(s)=3\left\langle\cos^2\theta\,S(s)\right\rangle .
\label{Y}
\end{equation}
Without wall scattering $S=1$ and $C=3\langle\cos^2\theta\rangle=1$. The integral is then $\tau/(1+j\omega\tau)$, which returns \eqref{Z}.

\paragraph{Low frequency.} Define
\begin{equation}
M_0=\int_0^\infty Ce^{-s/\tau}ds,\qquad M_1=\int_0^\infty s\,Ce^{-s/\tau}ds .
\end{equation}
Expanding $e^{-j\omega s}\approx1-j\omega s$ gives $Y\approx(M_0-j\omega M_1)/L_k$. Its inverse, to first order in $\omega$, is
\begin{equation}
Z\approx\frac{L_k}{M_0}+j\omega L_k\frac{M_1}{M_0^2}.
\end{equation}
Since $C\le1$, $M_0\le\tau$: rough walls cannot lower the resistance in this model. The low-frequency inductance is defined here as $\operatorname{Im}Z/\omega=L_kM_1/M_0^2$. The energy argument of (a) gave all electrons one common drift; with rough walls the drift depends on position and direction, and an inductance defined from the stored kinetic energy need not equal this one. The inductance $\operatorname{Im}Z/\omega$ can lie on either side of $L_k$, depending on how drifts are lost, as two examples show. If every electron collided at regular intervals $T$, with the electrons out of step, the fraction free of collisions for a past time $s$ would be $1-s/T$ up to $s=T$. With this fraction in place of $Ce^{-s/\tau}$, $M_0=T/2$, $M_1=T^2/6$ and the inductance would be $2L_k/3$. If instead groups of electrons had exponential decays with different times $\tau_i$, the factor would be $\langle\tau_i^2\rangle/\langle\tau_i\rangle^2\ge1$. The low-frequency inductance thus depends on how drifts are lost, as well as on inertia.

\paragraph{Numbers.} The time integral in \eqref{Y} is elementary. By symmetry take $0\le\phi\le\pi/4$, and set $\alpha=(v_F/a)\sin\theta\cos\phi$, $\beta=(v_F/a)\sin\theta\sin\phi$ and $p=1/\tau+j\omega$. Repeated integration by parts up to $s=1/\alpha$, where $S$ vanishes, gives
\begin{align}
\int_0^{1/\alpha}(1-\alpha s)(1-\beta s)e^{-ps}ds
={}&\frac1p-\frac{\alpha+\beta}{p^2}+\frac{2\alpha\beta}{p^3}\nonumber\\
&-e^{-p/\alpha}\left[\frac{\beta-\alpha}{p^2}+\frac{2\alpha\beta}{p^3}\right].
\end{align}
Numerical averaging over angles with weight $3\cos^2\theta$ yields, at 10 GHz,
\begin{equation}
R_{\rm rough}=800\ \Omega/\mu\mathrm m,\qquad L_{\rm rough}=4.32\ \mu\mathrm{H/m}.
\end{equation}
Randomly generated electron paths, ended by a wall or by bulk scattering, agree with the resistance to within 1\% and with the inductance to within 3\%. The latter agreement is too coarse to resolve the small difference between $L_{\rm rough}$ and $L_k$, which rests on the angular integration.

The resistance is 4.7 times the bulk-scattering value. The mean memory time $M_0$ falls from 24.6 fs to $24.6/4.70=5.2$ fs, comparable with the crossing time $a/v_F=6.4$ fs. The inductance rises by only about 3\%. That small change belongs to this ratio of mean free path to width and is not a general rule: the same model gives about $0.95L_k$ when the mean free path equals the width and about $1.2L_k$ when it is ten times the width.

Rough walls weaken the current near the surface, but this changes $L_m$ by only one or two per cent. With the uniform-current value of $L_m$ included, the reactance is $(6.283\times10^{10})(4.32+0.625)\times10^{-6}\ \Omega/\mathrm m=0.311\ \Omega/\mu$m. Resistance exceeds it by a factor of about 2600. The conclusion of (b) survives and is strengthened.

\paragraph{High frequency.} One integration by parts in \eqref{Y}, with $C(0)=1$, gives
\begin{equation}
Y=\frac1{L_kp}\left[1+\int_0^\infty C'(s)e^{-ps}ds\right].
\end{equation}
For large $\omega$ the rapid oscillation suppresses the remaining integral, and $Y\to1/(j\omega L_k)$. The inertial value $m/(ne^2A)$ therefore returns when the field reverses long before a typical electron reaches a wall or scatters in the bulk. This is a limit of the free-electron model with a uniform field, and no claim about copper at such frequencies.

The model omits grain-boundary scattering and the quantisation of transverse motion, so $800\ \Omega/\mu$m is the result for fully diffuse walls and not a prediction for a particular fabricated wire. The main values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Electron density (rough input): 8.5e+28 m^-3
Bulk resistivity (rough input): 1.7e-08 ohm m
Wire side: 10 nm
Cross-section: 1.0e-16 m^2
Frequency: 10 GHz
Angular frequency: 6.283e+10 rad/s
Relaxation time: 24.6 fs
Fermi velocity: 1.57e+06 m/s
Bulk mean free path: 38.7 nm
Kinetic inductance m/(n e^2 A): 4.17 microhenry/m
Same from shifted Fermi sphere: 4.17 microhenry/m
Resistance, bulk scattering: 170 ohm/micrometre
Same in SI: 1.70e+08 ohm/m
Kinetic reactance: 0.262 ohm/micrometre
omega*tau: 1.54e-03 (no unit)
Resistance / kinetic reactance: 648 (no unit)
Phase angle of impedance: 0.088 degree
Crossover frequency: 6.48 THz
Skin depth: 656 nm
Equal-area radius: 5.64 nm
Return radius: 100 nm
Internal magnetic inductance: 0.050 microhenry/m
Magnetic inductance, round wire: 0.625 microhenry/m
Magnetic inductance, square: 0.622 microhenry/m
Return radius for L_m = L_k: 5.1 m
Resistance / total reactance: 564 (no unit)
Rough walls, resistance: 800 ohm/micrometre
Rough walls, R / bulk R: 4.70 (no unit)
Rough walls, kinetic inductance: 4.32 microhenry/m
Rough walls, L / L_k: 1.03 (no unit)
Rough walls, R / total reactance: 2575 (no unit)
\end{verbatim}
